# Crossover Sizes and the Stability Window of an Intermediate Polar Phase

## The physical question

A ferroelectric memory capacitor based on hafnia needs its grains in a polar phase. In bulk, at ordinary temperature and pressure, a nonpolar monoclinic phase is more stable. In small grains the surface contributes a large share of the free energy, and a tetragonal phase with a low surface energy can win. Suppose that the polar orthorhombic phase lies between the two, in both bulk and surface energy. It is then tempting to conclude that it must be the stable phase at some intermediate grain size.

That conclusion does not follow. As the grain shrinks, the system may pass directly from the bulk phase to the low-surface-energy phase, while the polar phase stays above one or the other throughout. What decides the matter is an inequality between the sizes at which pairs of phases have equal free energy.

## Model and conventions

The phases are labelled m (stable in bulk), p (polar) and t (lowest surface energy). Temperature is fixed. Each grain is a sphere of diameter $D$ and consists of a single phase. The volume per formula unit, $\Omega$, is taken to be the same in all three phases. A grain then has

$$N=\frac{\pi D^3}{6\Omega},\qquad A=\pi D^2$$

formula units and surface area. Let $g_i$ be the bulk free energy per formula unit of phase $i$, and $\gamma_i$ its surface energy per area, both independent of size. The total free energy is $Ng_i+A\gamma_i$. Since $A/N=6\Omega/D$, the free energy per formula unit is

$$G_i(D)=g_i+\frac{s_i}{D},\qquad s_i=6\Omega\gamma_i. \tag{1}$$

This is a straight line in the inverse size $x=1/D$, with intercept $g_i$ and slope $s_i$. The assumed order is

$$g_m<g_p<g_t,\qquad s_m>s_p>s_t. \tag{2}$$

"Stable" means lowest in $G$ among these three phases at the given $D$. Barriers between phases are not part of the model, so it says nothing about how fast a grain reaches its stable phase.

Two changes of geometry are easily included. For another grain shape, common to all phases and with the same proportions at every size, the factor 6 is replaced by another constant. Columnar grains of diameter $D$ in a film of fixed thickness $T$ are different: $A/N=\Omega(4/D+2/T)$. If side walls and film faces are given the same $\gamma_i$, the factor 6 then becomes 4, and the film faces add $2\Omega\gamma_i/T$ to $g_i$, after which the order (2) below must be checked again. If the volumes per formula unit differ, phases must be compared at equal $N$. Choose a reference volume $\Omega_0$ and define $D$ by $N=\pi D^3/(6\Omega_0)$. The true diameter in phase $i$ is $D(\Omega_i/\Omega_0)^{1/3}$, its area is $\pi D^2(\Omega_i/\Omega_0)^{2/3}$, and therefore

$$s_i=6\Omega_0\gamma_i\left(\frac{\Omega_i}{\Omega_0}\right)^{2/3}.$$

Everything below that is written in terms of $g_i$ and $s_i$ then holds unchanged.

## Pairwise crossovers

Let $D_{ij}$ be the size at which $G_i=G_j$. For m and p the condition is

$$g_m+\frac{s_m}{D}=g_p+\frac{s_p}{D}
\quad\Longrightarrow\quad
\frac{s_m-s_p}{D}=g_p-g_m .$$

Solving for $D$, and treating the other pairs in the same way, gives

$$D_{mp}=\frac{s_m-s_p}{g_p-g_m},\qquad
D_{pt}=\frac{s_p-s_t}{g_t-g_p},\qquad
D_{mt}=\frac{s_m-s_t}{g_t-g_m}. \tag{3}$$

By (2) every numerator and denominator is positive, so all three sizes exist and are positive. Each concerns two phases and ignores the third. A crossover is therefore a change of stable phase only if the third phase does not lie lower there.

## The inequality

The polar phase must beat both competitors at the same size. Against m, use $s_m-s_p=(g_p-g_m)D_{mp}$ from (3):

$$G_m-G_p=\frac{s_m-s_p}{D}-(g_p-g_m)
=(g_p-g_m)\left(\frac{D_{mp}}{D}-1\right). \tag{4}$$

The prefactor is positive, so p lies below m if and only if $D<D_{mp}$. Against t, use $s_p-s_t=(g_t-g_p)D_{pt}$:

$$G_t-G_p=(g_t-g_p)-\frac{s_p-s_t}{D}
=(g_t-g_p)\left(1-\frac{D_{pt}}{D}\right). \tag{5}$$

Here p lies below t if and only if $D>D_{pt}$. Hence p is strictly the lowest phase precisely for

$$D_{pt}<D<D_{mp}, \tag{6}$$

and such sizes exist if and only if

$$\boxed{D_{pt}<D_{mp}} \tag{7}$$

In words, the grain must become small enough for p to overtake m before it becomes small enough for t to overtake p. If $D_{pt}=D_{mp}$, all three free energies coincide at that one size and p is nowhere strictly lowest. If $D_{pt}>D_{mp}$, the two requirements have no size in common.

## Where the m–t crossover lies

The third crossover is not independent of the other two. Split its numerator and insert (3):

$$s_m-s_t=(s_m-s_p)+(s_p-s_t)
=(g_p-g_m)D_{mp}+(g_t-g_p)D_{pt}.$$

Division by $g_t-g_m$ gives a weighted mean:

$$D_{mt}=wD_{mp}+(1-w)D_{pt},\qquad
w=\frac{g_p-g_m}{g_t-g_m}. \tag{8}$$

By (2), $0<w<1$. Subtracting (8) from $D_{mp}$, and $D_{pt}$ from (8), yields

$$D_{mp}-D_{mt}=(1-w)(D_{mp}-D_{pt}),\qquad
D_{mt}-D_{pt}=w(D_{mp}-D_{pt}). \tag{9}$$

Both differences have the sign of $D_{mp}-D_{pt}$. The inequalities $D_{pt}<D_{mp}$, $D_{mt}<D_{mp}$ and $D_{pt}<D_{mt}$ are thus equivalent, and any two of the crossovers suffice to decide whether a window exists.

When it does, the order is $D_{pt}<D_{mt}<D_{mp}$. Above $D_{mp}$, m lies below p by (4) and below t because $D>D_{mt}$. Below $D_{pt}$, t lies below p by (5) and below m because $D<D_{mt}$. The stable sequence on shrinking the grain is m, p, t. The m–t crossover lies inside the polar window and is hidden by it.

When $D_{pt}>D_{mp}$, the order is reversed: $D_{mp}<D_{mt}<D_{pt}$. The stable phase then changes directly from m to t at $D_{mt}$. The other two crossings still exist as solutions of (3), but each has a third phase below it. Setting $D=D_{mp}$ in (5), for example, gives

$$G_t-G_p=(g_t-g_p)\left(1-\frac{D_{pt}}{D_{mp}}\right)<0 .$$

## The criterion as an energy

A comparison of sizes does not show how securely the polar phase wins. For that, define its lead over the better competitor,

$$L(D)=\min(G_m,G_t)-G_p .$$

For $x<1/D_{mt}$ the better competitor is m, and $L=G_m-G_p$ rises with $x$ at slope $s_m-s_p>0$. For $x>1/D_{mt}$ it is t, and $L=G_t-G_p$ falls at slope $-(s_p-s_t)$. The maximum is therefore at $D_{mt}$. Call it $\delta$. From (4),

$$\delta=\frac{s_m-s_p}{D_{mt}}-(g_p-g_m). \tag{10}$$

Insert $1/D_{mt}=(g_t-g_m)/(s_m-s_t)$ and define

$$c=\frac{s_m-s_p}{s_m-s_t},\qquad 1-c=\frac{s_p-s_t}{s_m-s_t}.$$

Then

$$\delta=c(g_t-g_m)+g_m-g_p=(1-c)g_m+cg_t-g_p. \tag{11}$$

A window exists if and only if $\delta>0$, since $\delta$ is the largest value of the lead.

Equation (11) has a simple geometrical reading. Plot each phase as a point with abscissa $s_i$ and ordinate $g_i$. The quantity $(1-c)g_m+cg_t$ is the height, at abscissa $s_p$, of the chord joining m and t. The polar phase has a window if its point lies below this chord. Lying between the end points in both coordinates is not enough.

The condition can also be solved for the surface energy of p. From (11), $\delta>0$ means $c>(g_p-g_m)/(g_t-g_m)=w$. With the common volume and shape of (1), $c=(\gamma_m-\gamma_p)/(\gamma_m-\gamma_t)$, so

$$\gamma_p<\gamma_c=\gamma_m-w(\gamma_m-\gamma_t). \tag{12}$$

Neither $\Omega$ nor the shape factor appears in (12), and both cancel in $c$. For grains that keep the same proportions at every size, they scale all crossover sizes together but do not decide whether the window exists. This does not carry over to columns at fixed thickness, where $2\Omega\gamma_i/T$ can break the order (2): with the parameters of case A below, the window loses its upper limit at $T=2.5$ nm and is absent at $T=1.8$ nm, although (12) holds.

## Width of the window

Write the two competing differences around $x=1/D_{mt}$, where both equal $\delta$:

$$G_m-G_p=\delta+(s_m-s_p)\left(\frac1D-\frac1{D_{mt}}\right),$$

$$G_t-G_p=\delta-(s_p-s_t)\left(\frac1D-\frac1{D_{mt}}\right).$$

The first vanishes at $D_{mp}$ and the second at $D_{pt}$, so

$$\frac1{D_{mp}}=\frac1{D_{mt}}-\frac{\delta}{s_m-s_p},\qquad
\frac1{D_{pt}}=\frac1{D_{mt}}+\frac{\delta}{s_p-s_t}.$$

Subtracting the first from the second gives

$$\frac1{D_{pt}}-\frac1{D_{mp}}
=\delta\left(\frac1{s_m-s_p}+\frac1{s_p-s_t}\right). \tag{13}$$

At fixed slopes the width in inverse size is proportional to $\delta$. The width in diameter follows on multiplying (13) by $D_{mp}D_{pt}$. A negative value of (13) measures how far the two crossings have passed each other, and is not a width.

## Shifting the polar phase

Suppose an influence independent of grain size changes $g_p$ to $g_p+h$. The chord in (11) does not involve $g_p$, so

$$\delta(h)=\delta-h. \tag{14}$$

A penalty $h\geq\delta$ closes an existing window. If $\delta<0$, the polar phase must be lowered by more than $|\delta|$ to open one.

Let $E$ be the macroscopic field inside the grain, as set by electrodes at fixed voltage. (An isolated sphere of background permittivity $\varepsilon_r$ couples to an applied field more weakly, by the factor $3/(\varepsilon_r+2)$.) Such a field along a fixed polarization $P$ gives $h=-\Omega PE$, provided that the field energy of the induced polarization is the same in all three phases and cancels. If it differs, the differences must be added to the $g_i$.

The shifted polar phase has a window bounded on both sides if $g_m-g_p<h<\delta$. If the polar phase is lowered below $g_m$, then $G_m-G_p$ is positive at every $D$, and the window loses its upper limit: p has become the bulk phase.

A contribution $a/D$ to the polar free energy acts differently. It adds $a$ to $s_p$, and by (10) it reduces $\delta$ by $a/D_{mt}$; $\delta$ remains the largest lead as long as $s_t<s_p+a<s_m$. Whether a depolarization or interface energy belongs in $g_p$, in $s_p$ or in neither depends on how it varies with size. For a uniformly polarized sphere in vacuum with uncompensated surface charge, the depolarization energy per formula unit is $\Omega P^2/[2\varepsilon_0(\varepsilon_r+2)]$. It does not depend on size and belongs in $g_p$. With $\Omega=0.035$ nm³, $P=0.5$ C/m² and $\varepsilon_r=30$ it is about 96 meV, far more than $\delta$ in the worked example below. The internal field $P/[\varepsilon_0(\varepsilon_r+2)]$ is then about 18 MV/cm, far above the coercive fields of hafnia films, so this uniform uncompensated state would not persist and the number only sets a scale. The example therefore presumes that the polarization charge is compensated.

## When the surface energies are out of order

Keep $g_m<g_p<g_t$ and $s_m>s_t$, but let $s_p$ leave the interval between $s_t$ and $s_m$.

If $s_p\geq s_m$, then

$$G_p-G_m=(g_p-g_m)+\frac{s_p-s_m}{D}>0$$

at every size. The polar phase costs more in bulk and no less at the surface, so it is never stable.

If $s_p\leq s_t$, then

$$G_t-G_p=(g_t-g_p)+\frac{s_t-s_p}{D}>0$$

at every size. The tetragonal phase never overtakes p, which is stable for all $D<D_{mp}$. The formula for $D_{pt}$ now returns zero or a negative number, which must be read as "no lower limit in the model" and not as a size.

## Worked example

The parameters are round model values, not assigned to a material:

- $\Omega=0.035$ nm³;
- $g_m,g_p,g_t=0,\,40,\,120$ meV per formula unit;
- $\gamma_m=1.50$ J/m² and $\gamma_t=0.90$ J/m².

Two values of $\gamma_p$ are compared, 1.25 J/m² in case A and 1.35 J/m² in case B. Both lie between $\gamma_t$ and $\gamma_m$.

With 1 J/m² = 6241.5 meV/nm², the slope for m is

$$s_m=6(0.035)(6241.5)(1.50)\approx1966.1\ \text{meV nm}.$$

Similarly $s_t=1179.6$ meV nm. Both cases therefore share

$$D_{mt}=\frac{1966.1-1179.6}{120}\approx6.55\ \text{nm}.$$

**Case A.** Here $s_p=1638.4$ meV nm, and

$$D_{mp}=\frac{327.7}{40}\approx8.19\ \text{nm},\qquad
D_{pt}=\frac{458.8}{80}\approx5.73\ \text{nm}.$$

Inequality (7) holds, and the polar phase is stable between 5.73 and 8.19 nm (57.3 and 81.9 Å). The chord parameter is $c=327.7/786.5\approx0.417$, so the chord height is $0.417\times120\approx50$ meV and

$$\delta\approx50-40=10\ \text{meV per formula unit}.$$

This agrees with the energies at $D_{mt}$, which are 300 meV for m and t and 290 meV for p. Equation (13) gives

$$10\left(\frac1{327.7}+\frac1{458.8}\right)\approx0.0523\ \text{nm}^{-1},$$

which corresponds to a width of 2.46 nm in diameter.

The free energies, in meV per formula unit, show the sequence:

| $D$ (nm) | $G_m$ | $G_p$ | $G_t$ | stable |
|---|---|---|---|---|
| 12 | 163.8 | 176.5 | 218.3 | m |
| 7 | 280.9 | 274.1 | 288.5 | p |
| 4 | 491.5 | 449.6 | 414.9 | t |

At 7 nm the lead is 6.8 meV per formula unit. This should not be compared directly with $k_BT$, because the model lets the whole grain change phase. The grain contains $\pi(7)^3/[6(0.035)]\approx5100$ formula units, so the total difference is about 35 eV.

**Case B.** Raising $\gamma_p$ by 0.10 J/m² gives $s_p=1769.5$ meV nm and

$$D_{mp}=\frac{196.6}{40}\approx4.92\ \text{nm},\qquad
D_{pt}=\frac{589.9}{80}\approx7.37\ \text{nm}.$$

The order is reversed and there is no polar window. At $D_{mp}$ both m and p have 400 meV, but t has 360 meV. At $D_{pt}$ both p and t have 280 meV, but m has 266.7 meV. Each crossing is between phases of which neither is stable. At $D_{mt}$ the polar phase lies 10 meV above the other two, so $\delta=-10$ meV. By (14), a uniform lowering of p by more than 10 meV would open a window.

The dividing value from (12) is

$$\gamma_c=1.50-\frac{40}{120}(1.50-0.90)=1.30\ \text{J/m}^2.$$

Cases A and B lie 0.05 J/m² on either side of it. This value assumes equal volumes. If p and t have volumes 3 and 4 per cent below that of m, the factor $(\Omega_i/\Omega_0)^{2/3}$ moves $\gamma_c$ to about 1.32 J/m² and $\delta$ in case A to about 13 meV.

## Using the criterion

For each temperature, a calculation can proceed as follows.

1. Express all $s_i$ in energy times length, with the same reference volume and shape factor.
2. Check the order (2). If it fails, compare the three free energies directly, since the signs in (4) and (5) may have changed.
3. Compute $\delta$ from (11). Its sign decides whether there is a window, and it contains no division by $g_p-g_m$ or $g_t-g_p$, which may be small.
4. If $\delta>0$, compute $D_{pt}$ and $D_{mp}$ from (3). If $\delta\leq0$, report $D_{mt}$ as the single change of stable phase.

The input errors should be carried to $\delta$ before a window is claimed. Because $\delta$ is the chord height minus $g_p$, small changes of the parameters give, to first order,

$$d\delta=(1-c)\,dG_m+c\,dG_t-dG_p,\qquad
dG_i=dg_i+\frac{ds_i}{D_{mt}}. \tag{15}$$

To verify the slope terms, differentiate (10) with $1/D_{mt}=(g_t-g_m)/(s_m-s_t)$. The derivative with respect to $s_p$ is $-1/D_{mt}$. That with respect to $s_m$ is $(1-c)/D_{mt}$, because $D_{mt}$ also changes, and that with respect to $s_t$ is $c/D_{mt}$. The bulk terms follow directly from (11), where $c$ does not depend on the $g_i$.

An error common to all three $G_i$ cancels in (15). If each $dG_i$ is at most $\varepsilon$ in magnitude, whatever the signs, then $|d\delta|\leq2\varepsilon$ to this order. In case A the sign of $\delta$ is secure, in this estimate, for $\varepsilon<5$ meV per formula unit. For $\gamma_p$ alone, the sensitivity is

$$\frac{6(0.035)(6241.5)}{6.55}\approx200\ \text{meV per J/m}^2,$$

so an error of 0.05 J/m² is enough to remove the window.

## Limits of validity

The derivation rests on straight lines in $1/D$. Edge energies add terms in $1/D^2$ and corner energies terms in $1/D^3$, and strain or surface stress may make $g_i$ or $\gamma_i$ depend on size. Two curves can then cross more than once, and (7) no longer settles the question. The three functions $G_i(D)$ must be compared over the whole range of sizes. A predicted window near the lattice spacing has no physical meaning, because bulk and surface can no longer be separated there.

The result also assumes that no fourth phase lies lower and that grains do not split into several phases. The first assumption needs checking for hafnia, which also has a nonpolar orthorhombic phase with a lower bulk energy than the polar one. In case A, a fourth phase with $g=20$ meV and $\gamma=1.33$ J/m² would remove the polar window. Finally, it concerns equilibrium. A polar phase observed outside its window may be held there by a barrier, and a window does not guarantee that the polar phase forms during processing.

The inequality and the value of $\delta$ were tested on 300 randomly chosen ordered sets of parameters, by maximizing the lead without using the crossover formulas. A polar window occurred in 148 of them. That fraction reflects the chosen random distribution and is not a property of materials. The numerical output follows.

## Computed values

```
volume per formula unit = 0.035 nm^3
bulk energy g_m = 0.0 meV/f.u.
bulk energy g_p = 40.0 meV/f.u.
bulk energy g_t = 120.0 meV/f.u.
gamma_m = 1.50 J/m^2, gamma_t = 0.90 J/m^2
1 J/m^2 = 6241.5 meV/nm^2
--- case A: gamma_p = 1.25 J/m^2
s_m, s_p, s_t = 1966.1, 1638.4, 1179.6 meV nm
D_mp = 8.19 nm
D_mt = 6.55 nm
D_pt = 5.73 nm
delta = 10.00 meV/f.u.
1/D_pt - 1/D_mp = 0.0523 1/nm
polar phase lowest at some scanned size: True
window width D_mp - D_pt = 2.46 nm
D = 12.0 nm: G_m, G_p, G_t = 163.8, 176.5, 218.3 meV/f.u.
D = 7.0 nm: G_m, G_p, G_t = 280.9, 274.1, 288.5 meV/f.u.
D = 4.0 nm: G_m, G_p, G_t = 491.5, 449.6, 414.9 meV/f.u.
at D_mt: G_m, G_p, G_t = 300.0, 290.0, 300.0 meV/f.u.
--- case B: gamma_p = 1.35 J/m^2
s_m, s_p, s_t = 1966.1, 1769.5, 1179.6 meV nm
D_mp = 4.92 nm
D_mt = 6.55 nm
D_pt = 7.37 nm
delta = -10.00 meV/f.u.
1/D_pt - 1/D_mp = -0.0678 1/nm
polar phase lowest at some scanned size: False
at D_mp: G_m, G_p, G_t = 400.0, 400.0, 360.0 meV/f.u.
at D_pt: G_m, G_p, G_t = 266.7, 280.0, 280.0 meV/f.u.
at D_mt: G_m, G_p, G_t = 300.0, 310.0, 300.0 meV/f.u.
--- critical gamma_p = 1.300 J/m^2
random ordered triples tested = 300
of these with a polar window = 148
```
